# The QM/MM-Ewald Correction: Derivation and Stability with Mulliken Charges, part 1

(Sections cited here and not found follow in the second part.)

A cubic cell of side $L$ and volume $V=L^3$ is repeated periodically. It holds a quantum (QM) region with nuclei $Z_\alpha$ at $\mathbf R_\alpha$ and fixed classical (MM) point charges $q_j$ at $\mathbf R_j$. The cell is neutral and the boundary at infinity is conducting. Units are Gaussian; $Z_\alpha$, $q_j$ and all atomic charges $Q_\alpha$ are pure numbers in units of $e$. The electrons are treated by closed-shell Hartree-Fock (RHF) with real atom-centred basis functions, overlap matrix $S$ and density matrix $P=2\sum_i c_ic_i^T$. All images of the QM region carry the same density, and exchange and overlap between images are neglected. Numbers are in hartree and bohr; the program that produced them follows the text with its output.

The examples use Be$_2$ on the $z$ axis, atom A at $-R/2$ and atom B at $+R/2$, with chosen values $R=5$ bohr and $L=30$ bohr. Example A has the 6-31G basis and four model charges: $+0.5$ at $(6,0,7)$, $-0.5$ at $(0,-7,-6)$, $+0.5$ at $(-9,8,-9)$, $-0.5$ at $(10,-9,10)$ bohr. Example B has no MM charges and adds to each atom one $sp$ shell of exponent $\zeta$.

**(a) Find the periodic potential $\psi(\mathbf r)$ of a unit charge, its image part $\omega=\psi-1/r$, and the form of $\omega$ at small $r$.**

*Solution.* A lattice of unit charges has a periodic potential only with a neutralising background: $\nabla^2\psi=-4\pi[\sum_{\mathbf n}\delta(\mathbf r+\mathbf nL)-1/V]$. The background cancels in a neutral cell. With $\sum_{\mathbf n}\delta(\mathbf r+\mathbf nL)=V^{-1}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$, $\mathbf k=2\pi\mathbf m/L$, the background removes $\mathbf k=0$, and the solution of zero cell average is
$$\psi=\frac{4\pi}{V}\sum_{\mathbf k\ne0}\frac{\cos\mathbf k\cdot\mathbf r}{k^2}.$$
Insert $1=e^{-k^2/4\eta^2}+(1-e^{-k^2/4\eta^2})$. Since $\nabla^2[\mathrm{erf}(\eta r)/r]=r^{-1}\,d^2\mathrm{erf}(\eta r)/dr^2=-4\pi\,\eta^3\pi^{-3/2}e^{-\eta^2r^2}$, and this normalised Gaussian has Fourier transform $e^{-k^2/4\eta^2}$, the transform of $\mathrm{erfc}(\eta r)/r=1/r-\mathrm{erf}(\eta r)/r$ is $4\pi(1-e^{-k^2/4\eta^2})/k^2$. Its value at $k=0$ is $\pi/\eta^2$. The lattice sum of $\mathrm{erfc}(\eta r)/r$ is $V^{-1}$ times the sum of this transform over all $\mathbf k$, so the sum over $\mathbf k\neq0$ is the lattice sum minus $\pi/\eta^2V$. Subtracting $1/r$ from the $\mathbf n=0$ term gives
$$\omega(\mathbf r)=-\frac{\mathrm{erf}(\eta r)}{r}+\sum_{\mathbf n\ne0}\frac{\mathrm{erfc}(\eta|\mathbf r+\mathbf nL|)}{|\mathbf r+\mathbf nL|}+\frac{4\pi}{V}\sum_{\mathbf k\ne0}\frac{e^{-k^2/4\eta^2}}{k^2}\cos\mathbf k\cdot\mathbf r-\frac{\pi}{\eta^2V}.$$
The split was an identity, so $\omega$ does not depend on $\eta$. At $r=0$ the first term is $-2\eta/\sqrt\pi$.

For $r<L$ the only source left is the background, $\nabla^2\omega=4\pi/V$. The function is even, and the only quadratic form with cubic symmetry is $cr^2$, with $\nabla^2cr^2=6c$. Hence
$$\omega(\mathbf r)=\omega(0)+\frac{2\pi r^2}{3V}+O(r^4/L^5).$$
The program tests the independence of $\eta$ and this curvature at $r=0.5$ bohr, and finds $\omega(0)L=-2.837297$.

**(b) MM charges within a cutoff of the QM centre ($\theta_j=1$, otherwise $\theta_j=0$) are to act on the true electron density. Derive the remaining energy $\Delta E$ when the QM charge distribution in it is replaced by atomic charges $Q_\alpha$.**

*Solution.* For point charges $x_i$ the energy per cell is half the sum of each charge times the potential of all others. A charge feels its own images but not itself, which gives $\omega(0)$:
$$E=\tfrac12e^2\sum_{i\ne j}x_ix_j\,\psi(\mathbf r_{ij})+\tfrac12e^2\sum_ix_i^2\,\omega(0).$$
Let $\rho=\sum_\alpha Z_\alpha\delta(\mathbf r-\mathbf R_\alpha)-n(\mathbf r)$ be the QM charge distribution, with $n$ the electron density. In the QM-QM part write $\psi=1/r+\omega$. The $1/r$ piece is the ordinary molecular Coulomb energy; the rest is $\tfrac12e^2\iint\rho\,\omega\,\rho$, whose diagonal reproduces the $\omega(0)$ terms. Each QM-MM pair occurs twice in the double sum, so it has no factor $\tfrac12$; write $\psi=\theta_j/r+(\psi-\theta_j/r)$. The MM-MM part does not depend on the electrons. The bare Coulomb pieces form the real-space functional
$$E^{RS}=\mathrm{tr}(Ph)+\tfrac12\mathrm{tr}[PG(P)]+E_{\rm nuc},\qquad h=-\frac{\hbar^2\nabla^2}{2m}-\sum_\alpha\frac{Z_\alpha e^2}{|\mathbf r-\mathbf R_\alpha|}-\sum_j\frac{\theta_jq_je^2}{|\mathbf r-\mathbf R_j|},$$
where $G$ is the Coulomb minus half the exchange matrix and $E_{\rm nuc}$ includes the nuclei with the inner MM charges. In the remaining pieces the kernel is smooth over the QM region, and the method sets $\rho\to\sum_\alpha Q_\alpha\delta(\mathbf r-\mathbf R_\alpha)$:
$$\Delta E=\tfrac12e^2\sum_{\alpha\beta}Q_\alpha Q_\beta\,\omega(\mathbf R_{\alpha\beta})+e^2\sum_\alpha Q_\alpha\phi(\mathbf R_\alpha),\qquad\phi(\mathbf r)=\sum_jq_j\Big[\psi(\mathbf r-\mathbf R_j)-\frac{\theta_j}{|\mathbf r-\mathbf R_j|}\Big].$$

A direct lattice sum over a large cube in vacuum differs from this energy. The potential $\psi$ is periodic, so its cell-averaged field is zero, as it is when a surrounding conductor cancels the surface charge. The cube in vacuum has polarisation $\boldsymbol\mu/V$, with $\boldsymbol\mu$ the cell dipole, and at its centre the field $\mathcal E_i=-4\pi N_{ij}\mu_j/V$, where $N_{ij}=-(4\pi)^{-1}\partial_i\partial_j\int_{\rm cube}d^3r'/|\mathbf r-\mathbf r'|$. The trace of $N$ is 1 by Poisson's equation, and cubic symmetry gives $N_{ij}=\delta_{ij}/3$. The extra energy is $-\tfrac12\boldsymbol\mu\cdot\boldsymbol{\mathcal E}=2\pi\mu^2/3V$. For a point-charge cell with a charged QM region, $Q=(0.9,-0.4)$, the program tests the extrapolated direct sum minus this term against real-space pairs plus $\Delta E$ plus the MM-MM energy; both are $-0.1778989$ hartree.

**(c) Give the error of the point-charge replacement in the QM-MM term and evaluate it for the images of the two inner charges of example A (cutoff 12 bohr), with Mulliken charges.**

*Solution.* Expand $\phi$ about the QM centre and subtract the model from $e^2\int\rho\phi$:
$$\delta E=e^2\sum_{n\ge1}\frac1{n!}\,\partial_{i_1}\!\cdots\partial_{i_n}\phi(0)\Big[\int\rho\,r_{i_1}\!\cdots r_{i_n}d^3r-\sum_\alpha Q_\alpha R_{\alpha i_1}\!\cdots R_{\alpha i_n}\Big].$$
The $n=0$ term vanishes because the charges sum to the QM charge. The series is useful while the density is negligible beyond the nearest singularity of $\phi$.

At the converged density of part (d), quadrature gives $1.3121\times10^{-3}$ hartree and the Mulliken model $-0.1668\times10^{-3}$ hartree, a difference of $1.479\times10^{-3}$. The terms $n=1$ to $4$ sum to $1.48\times10^{-3}$, of which the dipole term is $1.40\times10^{-3}$ (the derivatives are finite differences of step 0.5 bohr, good to three digits); the agreement is tested to 5% of the summed magnitudes of the dipole components. The model misses this piece in sign, and the error exceeds the whole $|\Delta E|=0.42\times10^{-3}$ hartree. The model value follows from (a): $\nabla\phi(0)\approx-(4\pi/3V)\sum_jq_j\mathbf R_j$, with $4\pi/3V=1.551\times10^{-4}$ bohr$^{-3}$ and inner dipole $(3,3.5,6.5)$. The Mulliken dipole is $-RQ_A=0.175$ along $z$, so the product is $-1.551\times10^{-4}\times6.5\times0.175=-1.8\times10^{-4}$ hartree. The true dipole is $(-0.30,-0.28,-1.03)$. About 80% of the dipole error is axial, where the Mulliken dipole has the wrong sign; the rest is transverse, since two charges on the axis carry no transverse dipole at all. This piece of the error is of order $10^{-3}$ hartree only because the image field is weak, not because the charges reproduce the dipole. It is not the whole error: the two outer charges and their images add $1.60\times10^{-3}$, so the QM-MM term is off by $3.08\times10^{-3}$ hartree in all.

**(d) Derive the Fock matrix of $E=E^{RS}+\Delta E$ for charges linear in $P$, give it for Mulliken, Löwdin and potential-fitted charges, and work example A.**

*Solution.* Let $Q_\alpha=Q_\alpha^0-\mathrm{tr}(PW_\alpha)$. Allowed variations $\delta P$ are symmetric, so only the symmetric part of $W_\alpha$ enters. With $\omega_{\alpha\beta}=\omega_{\beta\alpha}$ the two terms from the product $Q_\alpha Q_\beta$ are equal and cancel the $\tfrac12$:
$$\delta\Delta E=\sum_\alpha U_\alpha\,\delta Q_\alpha,\qquad U_\alpha=e^2\Big[\sum_\beta\omega_{\alpha\beta}Q_\beta+\phi(\mathbf R_\alpha)\Big].$$
The images change with the home cell, which is why the full image potential appears. With $\delta E=\mathrm{tr}(F\,\delta P)$,
$$F=h+G(P)-\sum_\alpha U_\alpha W_\alpha ,$$
and stationarity under orbital rotations gives $FC=SC\varepsilon$ as in ordinary RHF. The minus sign is the electron's charge. The energy must be evaluated as $E^{RS}+\Delta E$.

Let $\Pi_\alpha$ be the diagonal matrix that selects the functions on atom $\alpha$. The Mulliken charge is $Z_\alpha-\mathrm{tr}(\Pi_\alpha PS)$. Cyclic permutation gives $\mathrm{tr}(PS\Pi_\alpha)$; transposition gives $\mathrm{tr}(P\Pi_\alpha S)$; the mean is
$$W_\alpha=\tfrac12(\Pi_\alpha S+S\Pi_\alpha),\qquad\Delta F_{\mu\nu}=-\tfrac12S_{\mu\nu}\,(U_{\alpha(\mu)}+U_{\alpha(\nu)}).$$
In an NDDO semiempirical Hamiltonian, the setting of the original method, $S=1$ and $\Delta F$ is diagonal with entries $-U_\alpha$. The Löwdin charge $Z_\alpha-\mathrm{tr}(\Pi_\alpha S^{1/2}PS^{1/2})$ has $W_\alpha=S^{1/2}\Pi_\alpha S^{1/2}$. In both schemes $\sum_\alpha W_\alpha=S$, so a common shift of all $U_\alpha$ shifts every orbital energy equally and leaves the orbitals alone. For a neutral diatomic with $Q_A=-Q_B=Q$ fitted to the electrostatic potential (ESP) $\Phi_k$ at points $\mathbf r_k$, minimising $\sum_k(\Phi_k-Qu_k)^2$ with $u_k=1/r_{kA}-1/r_{kB}$ gives $Q=\sum_ku_k\Phi_k/\sum_ku_k^2$. Then $W_A$ is the matrix of the local function $\sum_ku_k|\mathbf r-\mathbf r_k|^{-1}/\sum_ku_k^2$.

The program tests $\Delta F$ against finite differences of $\Delta E$ in $P$ for Mulliken and Löwdin charges. It also tests stationarity: for $E^{RS}+\kappa\Delta E$ the implicit dependence through $P$ drops out, so $dE/d\kappa=\Delta E$; both are $-4.208\times10^{-4}$ hartree.

For the neutral diatomic,
$$\Delta E=Q\,\Delta\phi-aQ^2,\qquad a=e^2[\omega(R)-\omega(0)],\qquad\Delta\phi=e^2(\phi_A-\phi_B),$$
because $\tfrac12e^2Q^2[2\omega(0)-2\omega(R)]=-aQ^2$, and $U_A-U_B=\Delta\phi-2aQ$. In example A, $a=-0.0925569+0.0945766=2.0197\times10^{-3}$ and $\Delta\phi=0.008219+0.003719=0.011938$ hartree. The SCF moves $Q$ from $0.08771$ to $-0.03504$. Then $U_A-U_B=0.011938+2(2.0197\times10^{-3})(0.03504)=0.012080$, the QM-MM term is $-0.03504\times0.011938=-4.183\times10^{-4}$, the image term is $-2.48\times10^{-6}$, and $\Delta E=-4.208\times10^{-4}$ hartree $=-0.01145$ eV. Without the Fock term the correction would be $0.08771\times0.011938-2.0197\times10^{-3}\times0.08771^2=1.032\times10^{-3}$; relaxation lowers this by $0.713\times10^{-3}$, leaving $0.319\times10^{-3}$ hartree, the difference between $-29.1321062$ and $-29.1324248$.

**(e) Find the eigenvalues of $W_Ac=\lambda Sc$ for Mulliken and Löwdin charges.**

*Solution.* A normalised orbital $c$ puts the population $c^TW_Ac$ on atom A, so the extreme $\lambda$ are the extreme populations per electron. Let B denote all other atoms. In block form
$$W_A=\begin{pmatrix}S_{AA}&\tfrac12S_{AB}\\\tfrac12S_{BA}&0\end{pmatrix}=\tfrac12S+J,\qquad J=\tfrac12\begin{pmatrix}S_{AA}&0\\0&-S_{BB}\end{pmatrix}.$$
Orthonormalise within each block with $S_{AA}^{-1/2}$ and $S_{BB}^{-1/2}$; the diagonal blocks become unit matrices and the coupling is $T=S_{AA}^{-1/2}S_{AB}S_{BB}^{-1/2}$. Rotate each block to the singular vectors of $T$. The singular values $\sigma_k=\cos\theta_k$ define the principal angles between the two function spaces, and the problem falls into $2\times2$ blocks. With $x=\lambda-\tfrac12$ the equation is $(J-xS)c=0$:
$$\det\begin{pmatrix}\tfrac12-x&-x\sigma_k\\-x\sigma_k&-\tfrac12-x\end{pmatrix}=x^2-\tfrac14-x^2\sigma_k^2=0,\qquad\lambda=\frac12\pm\frac1{2\sin\theta_k}.$$
A direction without a partner gives 1 on A or 0 on B, and $S=1$ gives only 0 and 1. Any overlap pushes $\lambda$ outside $[0,1]$, without limit as $\theta_k\to0$. To see why, take the normalised pair $f_A,f_B$ and form $g_\pm=(f_A\pm f_B)/\|f_A\pm f_B\|$. Each of $g_+$ and $g_-$ alone has population $\tfrac12$ on A, but $J$ couples them with strength $1/(\|f_A+f_B\|\,\|f_A-f_B\|)=1/(2\sin\theta_k)$, and the eigenvectors are $(g_+\pm g_-)/\sqrt2$. The coupling is large because $g_-$ is a difference of two almost equal functions, whose normalisation needs large coefficients.

For Löwdin charges, $u=S^{1/2}c$ turns the problem into $\Pi_Au=\lambda u$, so $\lambda$ is 0 or 1 in any basis.

For two atoms $\Delta F=-U_BS-(U_A-U_B)W_A$, whose eigenvalues relative to $S$ span $|U_A-U_B|/\sin\theta_{\min}$ for Mulliken and $|U_A-U_B|$ for Löwdin. The two spectra and the Mulliken width are tested in every basis of example B. The widths below use $U_A-U_B=0.012080$ hartree from example A.

| $\zeta$ (bohr$^{-2}$) | $\sin\theta_{\min}$ | $\lambda_{\max}$ | width | gap |
|---|---|---|---|---|
| none | 0.361 | 1.88 | 0.033 | 0.286 |
| 0.04 | 0.119 | 4.69 | 0.101 | 0.269 |
| 0.02 | 0.0558 | 9.46 | 0.216 | 0.262 |
| 0.01 | 0.0228 | 22.4 | 0.529 | 0.257 |
| 0.005 | 0.00869 | 58.0 | 1.390 | 0.252 |

Width and HOMO-LUMO gap are in hartree; the last width is $0.012080/0.00869=1.390$. Their comparison sets a scale and is not a stability criterion, since the extreme eigenvectors of $\Delta F$ are not eigenvectors of the whole Fock matrix.

The correction and its Fock matrix are now derived, and the extreme Mulliken populations per electron are found to grow without limit as the smallest principal angle between the atoms' function spaces closes. It remains to decide whether this growth is physical, and when the symmetric RHF solution of a dimer in its own images is a local minimum.

Numbers in the example were calculated in double precision.
